# Poisson's Equation as a Test of Hermite Coulomb Integrals: a numerical check

```python
"""
Trace rule for Hermite Coulomb integrals (McMurchie-Davidson scheme).

Result under test, for every t, u, v >= 0:
    R[t+2,u,v] + R[t,u+2,v] + R[t,u,v+2] = -2 p Lambda[t,u,v]
R[t,u,v]      : derivative d^t/dX^t d^u/dY^u d^v/dZ^v of F_0(p R^2)
Lambda[t,u,v] : the same derivative of exp(-p R^2)
p             : Gaussian exponent (bohr^-2)
(X, Y, Z)     : Gaussian centre minus point-charge position (bohr)
F_n(T)        : Boys function, integral of s^(2n) exp(-T s^2) over 0 < s < 1
The program also finds which coding faults this rule can and cannot detect.
"""
from functools import lru_cache
import math
import mpmath as mp
import numpy as np
import sympy as sp
from scipy.integrate import quad
from scipy.special import erf, eval_hermite, gamma, gammainc

TOP = 6          # highest total derivative order needed
P = 0.8          # Gaussian exponent, bohr^-2


def boys_table(T, top_factor=1.0):
    """F_0 ... F_TOP by downward recursion; top_factor != 1 plants a fault."""
    F = np.zeros(TOP + 1)
    a = TOP + 0.5
    F[TOP] = 1 / (2 * TOP + 1) if T == 0 else gamma(a) * gammainc(a, T) / (2 * T**a)
    F[TOP] *= top_factor
    for n in range(TOP - 1, -1, -1):
        F[n] = (2 * T * F[n + 1] + math.exp(-T)) / (2 * n + 1)
    return F


def coulomb_routine(p, vec, fault="none"):
    """Return a function R(t, u, v, n) that uses the Hermite recursion."""
    x = [-c for c in vec] if fault == "reversed R" else list(vec)
    F = boys_table(p * sum(c * c for c in vec), 1.1 if fault == "top Boys +10%" else 1.0)
    scale = 1.1 if fault == "all scaled +10%" else 1.0

    @lru_cache(maxsize=None)
    def R(t, u, v, n=0):
        idx = [t, u, v]
        if sum(idx) == 0:
            return scale * (-2 * p)**n * F[n]
        axis = next(i for i in range(3) if idx[i] > 0)
        idx[axis] -= 1
        value = x[axis] * R(*idx, n + 1)
        k = idx[axis]
        if k > 0:
            idx[axis] -= 1
            value += (1 if fault == "lost factor t" else k) * R(*idx, n + 1)
        return value
    return R


def hermite_gaussian(p, vec, tuv):
    """Derivative of exp(-p R^2); the components of vec may be arrays."""
    out = 1.0
    for x, k in zip(vec, tuv):
        out = out * (-math.sqrt(p))**k * eval_hermite(k, math.sqrt(p) * x) * np.exp(-p * x * x)
    return out


def three_terms(R, tuv, n=0):
    t, u, v = tuv
    return np.array([R(t + 2, u, v, n), R(t, u + 2, v, n), R(t, u, v + 2, n)])


def residual(R, p, vec, tuv):
    """Violation of the trace rule relative to the size of its terms."""
    terms = three_terms(R, tuv)
    return abs(terms.sum() + 2 * p * hermite_gaussian(p, vec, tuv)) / np.abs(terms).sum()


ALL = [(t, u, v) for t in range(5) for u in range(5) for v in range(5) if t + u + v <= 4]
NEAR, FAR = (0.5, -0.7, 1.1), (5.0, -4.0, 6.0)
R_near = coulomb_routine(P, NEAR)

# Recursion against high-precision numerical derivatives of the definition.
mp.mp.dps = 25


def F0_mp(x, y, z):
    r = mp.sqrt(x * x + y * y + z * z)
    return mp.sqrt(mp.pi / (4 * mp.mpf(P))) * mp.erf(mp.sqrt(mp.mpf(P)) * r) / r


dev_derivative = 0.0
for tuv in [(1, 0, 0), (3, 0, 0), (1, 2, 0), (1, 0, 2), (2, 1, 3)]:
    ref = float(mp.diff(F0_mp, tuple(mp.mpf(c) for c in NEAR), tuv))
    dev_derivative = max(dev_derivative, abs(R_near(*tuv) / ref - 1))
assert dev_derivative < 1e-10

# Potential of a Hermite Gaussian by quadrature around the point charge.
gs, ws = np.polynomial.legendre.leggauss(70)
gc, wc = np.polynomial.legendre.leggauss(40)
nphi = 48
s = (5 * (gs + 1))[:, None, None]
c = gc[None, :, None]
phi = (2 * np.pi * np.arange(nphi) / nphi)[None, None, :]
sine = np.sqrt(1 - c * c)
displacement = (NEAR[0] - s * sine * np.cos(phi), NEAR[1] - s * sine * np.sin(phi),
                NEAR[2] - s * c)
weight = 5 * ws[:, None, None] * wc[None, :, None] * (2 * np.pi / nphi) * s
V_quad = float(np.sum(weight * hermite_gaussian(P, displacement, (1, 2, 0))))
V_formula = 2 * np.pi / P * R_near(1, 2, 0)
assert abs(V_quad / V_formula - 1) < 1e-8

# Explicit source against symbolic derivatives of the Gaussian.
xs = sp.symbols("x y z", real=True)
gauss = sp.exp(-sp.Rational(4, 5) * sum(q * q for q in xs))
for tuv in [(0, 0, 0), (1, 0, 0), (1, 2, 0), (2, 1, 1), (0, 1, 3)]:
    d = gauss
    for q, k in zip(xs, tuv):
        if k:
            d = sp.diff(d, q, k)
    ref = float(d.subs(dict(zip(xs, NEAR))))
    assert abs(hermite_gaussian(P, NEAR, tuv) - ref) < 1e-11

# Trace rule for every order up to four, also with coinciding centres.
for tuv in ALL:
    assert residual(R_near, P, NEAR, tuv) < 1e-11
    zero = (0.0, 0.0, 0.0)
    gap = three_terms(coulomb_routine(P, zero), tuv).sum() + 2 * P * hermite_gaussian(P, zero, tuv)
    assert abs(gap) < 1e-10

# Auxiliary integrals with n > 0 obey a different rule.
T_near = P * sum(q * q for q in NEAR)
for n in range(5):
    F_next = quad(lambda q: q**(2 * n + 2) * math.exp(-T_near * q * q), 0, 1, epsabs=1e-13)[0]
    ref = (-2 * P)**n * 2 * P * (2 * n * F_next - math.exp(-T_near))
    assert abs(three_terms(R_near, (0, 0, 0), n).sum() - ref) < 1e-10

print(f"exponent p = {P} bohr^-2; R = d*(1,2,2)/3; (t,u,v) = (1,0,0)")
print(f"largest relative deviation, recursion vs derivatives: {dev_derivative:.1e}")
print(f"potential of Lambda_120 at near point, quadrature: {V_quad:.8f} a.u.")
print(f"same potential, (2 pi/p) R_120: {V_formula:.8f} a.u.")

vec = (0.5, 1.0, 1.0)
T = P * 2.25
F = boys_table(T)
for n in range(4):
    assert abs(F[n] - quad(lambda q: q**(2 * n) * math.exp(-T * q * q), 0, 1)[0]) < 1e-11
print(f"d = 1.5 bohr: T = {T:.4f}, exp(-T) = {math.exp(-T):.8f}")
print(f"  F_1 = {F[1]:.8f}, F_2 = {F[2]:.8f}, F_3 = {F[3]:.8f}")
aux = three_terms(coulomb_routine(P, vec), (0, 0, 0), 1).sum()
print(f"  auxiliary sum, n = 1, t=u=v=0: {aux:.8f} bohr^-4")
print(f"  pure Gaussian 4 p^2 exp(-T) for comparison: {4 * P * P * math.exp(-T):.8f} bohr^-4")

# Terms, sum and source against distance; point-charge limit from 1/R.
inverse_r = 1 / sp.sqrt(sum(q * q for q in xs))
point_derivs = [sp.diff(inverse_r, xs[0], 3), sp.diff(inverse_r, xs[0], xs[1], xs[1]),
                sp.diff(inverse_r, xs[0], xs[2], xs[2])]
print("d/bohr, T, then R_300, R_120, R_102, sum, source (all bohr^-3), R_300/point limit")
for d in (1.5, 3.0, 6.0, 9.0):
    vec = (d / 3, 2 * d / 3, 2 * d / 3)
    terms = three_terms(coulomb_routine(P, vec), (1, 0, 0))
    source = -2 * P * hermite_gaussian(P, vec, (1, 0, 0))
    limits = np.array([float(e.subs(dict(zip(xs, vec)))) for e in point_derivs])
    limits *= math.sqrt(math.pi / (4 * P))
    assert abs(terms.sum() - source) < 1e-12 * np.abs(terms).sum()
    if d == 9.0:
        assert np.max(np.abs(terms / limits - 1)) < 1e-10
    print(f" {d:.1f} {T * (d / 1.5)**2:5.1f} " + " ".join(f"{q:.6e}" for q in terms)
          + f" {terms.sum():.3e} {source:.3e} {terms[0] / limits[0]:.6f}")

# Planted faults: which checks see them?
print(f"near point {NEAR} bohr, far point {FAR} bohr")
print("largest relative residual of the rule, orders t+u+v up to 4:")
print("fault | near, order 0 | near, 2 and 4 | near, 1 and 3 | far, all | R_000 error near")
r_near = math.sqrt(sum(q * q for q in NEAR))
R000_exact = math.sqrt(math.pi / (4 * P)) * erf(math.sqrt(P) * r_near) / r_near
seen = {}
for fault in ("none", "lost factor t", "reversed R", "all scaled +10%", "top Boys +10%"):
    near, far = coulomb_routine(P, NEAR, fault), coulomb_routine(P, FAR, fault)
    row = [residual(near, P, NEAR, (0, 0, 0)),
           max(residual(near, P, NEAR, q) for q in ALL if sum(q) in (2, 4)),
           max(residual(near, P, NEAR, q) for q in ALL if sum(q) in (1, 3)),
           max(residual(far, P, FAR, q) for q in ALL),
           abs(near(0, 0, 0) / R000_exact - 1)]
    seen[fault] = [q > 1e-6 for q in row]
    assert all(q > 1e-6 or q < 1e-10 for q in row)
    print(f" {fault} | " + " | ".join(f"{q:.1e}" for q in row))
assert seen["none"] == [False] * 5
assert seen["lost factor t"] == [False, True, True, True, False]
assert seen["reversed R"] == [False, False, True, False, False]
assert seen["all scaled +10%"] == [True, True, True, False, True]
assert seen["top Boys +10%"] == [False, False, False, False, True]

# The fault that the rule never sees still spoils the integrals.
for label, point in (("near", NEAR), ("far", FAR)):
    good, bad = coulomb_routine(P, point), coulomb_routine(P, point, "top Boys +10%")
    error = abs(bad(6, 0, 0) / good(6, 0, 0) - 1)
    assert error > 1e-4
    print(f"top Boys +10%: relative error of R_600 at {label} point: {error:.3e}")

print("PASS")
```

Printed output:

```
exponent p = 0.8 bohr^-2; R = d*(1,2,2)/3; (t,u,v) = (1,0,0)
largest relative deviation, recursion vs derivatives: 1.3e-15
potential of Lambda_120 at near point, quadrature: 0.35130211 a.u.
same potential, (2 pi/p) R_120: 0.35130211 a.u.
d = 1.5 bohr: T = 1.8000, exp(-T) = 0.16529889
  F_1 = 0.12696920, F_2 = 0.05989130, F_3 = 0.03726601
  auxiliary sum, n = 1, t=u=v=0: 0.11652167 bohr^-4
  pure Gaussian 4 p^2 exp(-T) for comparison: 0.42316515 bohr^-4
d/bohr, T, then R_300, R_120, R_102, sum, source (all bohr^-3), R_300/point limit
 1.5   1.8 2.109024e-01 3.400817e-04 3.400817e-04 2.116e-01 2.116e-01 0.440825
 3.0   7.2 2.971755e-02 -1.390315e-02 -1.390315e-02 1.911e-03 1.911e-03 0.993843
 6.0  28.8 1.868853e-03 -9.344264e-04 -9.344264e-04 1.591e-12 1.591e-12 1.000000
 9.0  64.8 3.691561e-04 -1.845781e-04 -1.845781e-04 -5.421e-20 5.535e-28 1.000000
near point (0.5, -0.7, 1.1) bohr, far point (5.0, -4.0, 6.0) bohr
largest relative residual of the rule, orders t+u+v up to 4:
fault | near, order 0 | near, 2 and 4 | near, 1 and 3 | far, all | R_000 error near
 none | 0.0e+00 | 2.1e-15 | 7.9e-16 | 1.3e-15 | 0.0e+00
 lost factor t | 0.0e+00 | 1.6e+01 | 3.7e+00 | 1.0e+00 | 0.0e+00
 reversed R | 0.0e+00 | 2.1e-15 | 2.0e+00 | 1.3e-15 | 0.0e+00
 all scaled +10% | 9.1e-02 | 9.1e-02 | 9.1e-02 | 9.9e-15 | 1.0e-01
 top Boys +10% | 1.7e-16 | 2.9e-15 | 8.5e-16 | 1.8e-15 | 2.7e-04
top Boys +10%: relative error of R_600 at near point: 6.834e-03
top Boys +10%: relative error of R_600 at far point: 1.000e-01
PASS
```
